# Large-Polaron Energy Shift and Mass from Second-Order Perturbation Theory

## 1. What dimensions and symmetry fix

An electron of band mass $m$ moves in a polar crystal and couples to one longitudinal optical (LO) branch of energy $\hbar\omega$. Without coupling, $\hbar$, $m$ and $\omega$ give one energy, $\hbar\omega$, and one length,

$$r_p=\sqrt{\frac{\hbar}{2m\omega}} .$$

With $\kappa=kr_p$, the band energy is $\hbar^2k^2/2m=\hbar\omega\,\kappa^2$. The coupling brings in one more quantity, the strength of the Coulomb interaction carried by the lattice. Measured against $\hbar\omega$ at the distance $r_p$, it becomes a pure number:

$$\alpha=\frac{e^2}{8\pi\varepsilon_0 r_p\hbar\omega}\,\Delta,\qquad \Delta=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}. \tag{1}$$

Here $\varepsilon_\infty$ and $\varepsilon_s$ are the relative permittivities above the lattice frequencies and at zero frequency. A second-order energy is proportional to the squared coupling, hence to $\alpha$. In an isotropic medium it depends on $\mathbf k$ through $k^2$. Therefore

$$E(k)=\hbar\omega\left[\kappa^2-\alpha f(\kappa)\right],\qquad f(\kappa)=f_0+f_2\kappa^2+\dots \tag{2}$$

The band edge moves by $-f_0\alpha\hbar\omega$, and the inverse mass is multiplied by $1-f_2\alpha$. What remains is to find $f_0=1$ and $f_2=1/6$.

## 2. Hamiltonian and coupling strength

The Fröhlich Hamiltonian in a volume $\mathcal V$ is

$$H=\frac{p^2}{2m}+\sum_{\mathbf q}\hbar\omega\,a_{\mathbf q}^\dagger a_{\mathbf q}+\sum_{\mathbf q}\left(V_{\mathbf q}a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+\text{h.c.}\right).$$

It assumes a parabolic isotropic band, a dispersionless branch and a continuous medium. The zero-point energy of the lattice is dropped, since it does not depend on the electron.

The size of $V_{\mathbf q}$ follows from a static limit. Put two fixed electrons at $\mathbf r_1$ and $\mathbf r_2$. Each mode is then an oscillator under a constant force, with Hamiltonian $\hbar\omega a^\dagger a+ga+g^*a^\dagger$ and $g=V_{\mathbf q}(e^{i\mathbf q\cdot\mathbf r_1}+e^{i\mathbf q\cdot\mathbf r_2})$. Completing the square gives

$$\hbar\omega\left(a^\dagger+\frac{g}{\hbar\omega}\right)\left(a+\frac{g^*}{\hbar\omega}\right)-\frac{|g|^2}{\hbar\omega},$$

so the lattice lowers the energy by $|g|^2/\hbar\omega=|V_{\mathbf q}|^2(2+2\cos\mathbf q\cdot\mathbf r)/\hbar\omega$, with $\mathbf r=\mathbf r_1-\mathbf r_2$. The part that depends on the separation must turn the repulsion screened by $\varepsilon_\infty$ into the one screened by $\varepsilon_s$:

$$-\frac{2}{\hbar\omega}\sum_{\mathbf q}|V_{\mathbf q}|^2\cos\mathbf q\cdot\mathbf r=-\frac{e^2\Delta}{4\pi\varepsilon_0 r}.$$

A $1/r$ law requires $|V_{\mathbf q}|^2=C/(\mathcal Vq^2)$. With $\sum_{\mathbf q}\to\mathcal V\int d^3q/(2\pi)^3$ and

$$\int d^3q\,\frac{\cos\mathbf q\cdot\mathbf r}{q^2}=4\pi\int_0^\infty\frac{\sin qr}{qr}\,dq=\frac{2\pi^2}{r},$$

the left side is $-C/(2\pi\hbar\omega r)$. Hence $C=e^2\hbar\omega\Delta/2\varepsilon_0$. Equation (1) gives $e^2\Delta/\varepsilon_0=8\pi\alpha r_p\hbar\omega$, so

$$|V_{\mathbf q}|^2=\frac{e^2\hbar\omega\Delta}{2\varepsilon_0\mathcal Vq^2}=\frac{4\pi\alpha(\hbar\omega)^2r_p}{\mathcal Vq^2}. \tag{3}$$

## 3. The second-order sum

At zero temperature the unperturbed state has electron momentum $\hbar\mathbf k$ and no phonon. The interaction changes the phonon number by one, so its expectation value, the first-order shift, is zero. In second order the electron emits a phonon $\mathbf q$, recoils to $\mathbf k-\mathbf q$, and reabsorbs it. The intermediate state lies above the initial one by

$$D_{\mathbf q}=\hbar\omega+\frac{\hbar^2(\mathbf k-\mathbf q)^2}{2m}-\frac{\hbar^2k^2}{2m}=\hbar\omega+\frac{\hbar^2(q^2-2\mathbf k\cdot\mathbf q)}{2m}, \tag{4}$$

and $\Delta E=-\sum_{\mathbf q}|V_{\mathbf q}|^2/D_{\mathbf q}$. Let $u=qr_p$ and let $\mu$ be the cosine between $\mathbf k$ and $\mathbf q$, so that $D_{\mathbf q}=\hbar\omega(1+u^2-2\kappa u\mu)$. The azimuth gives $2\pi$, and the $q^2$ of the volume element cancels the $1/q^2$ of the coupling. The prefactor is

$$\frac{2\pi}{(2\pi)^3}\,4\pi\alpha\,\hbar\omega=\frac{\alpha\hbar\omega}{\pi},$$

where $r_p\,dq=du$ has absorbed the length. Thus

$$\Delta E=-\frac{\alpha\hbar\omega}{\pi}\,I,\qquad I=\int_0^\infty du\int_{-1}^1\frac{d\mu}{1+u^2-2\kappa u\mu}. \tag{5}$$

The integrand is unchanged under $(u,\mu)\to(-u,-\mu)$. The integral over negative $u$ therefore equals that over positive $u$, and $I$ is half the integral over the whole line. Completing the square,

$$1+u^2-2\kappa u\mu=(u-\kappa\mu)^2+1-\kappa^2\mu^2 .$$

For $\kappa<1$ the last two terms sum to a positive number. Since $\int_{-\infty}^\infty dv/(v^2+b^2)=\pi/b$,

$$I=\frac12\int_{-1}^1\frac{\pi\,d\mu}{\sqrt{1-\kappa^2\mu^2}}=\pi\,\frac{\arcsin\kappa}{\kappa}.$$

The second-order dispersion is

$$\boxed{E(k)=\hbar\omega\left[\kappa^2-\alpha\,\frac{\arcsin\kappa}{\kappa}\right],\qquad \kappa<1.} \tag{6}$$

This was tested by diagonalizing a discretized space of zero- and one-phonon states. At $\kappa=0.4$ and $0.7$, the slope of the lowest energy with respect to $\alpha$, extrapolated to $\alpha=0$ from $\alpha=0.001$ and $0.002$, agrees with $-\arcsin(\kappa)/\kappa$ to within $10^{-4}$.

## 4. Band edge, mass and phonon cloud

Integrating $1/\sqrt{1-x^2}=1+x^2/2+3x^4/8+\dots$ term by term gives $\arcsin\kappa=\kappa+\kappa^3/6+3\kappa^5/40+\dots$. Hence

$$E(k)=-\alpha\hbar\omega+\hbar\omega\kappa^2\left(1-\frac\alpha6\right)-\frac{3\alpha}{40}\hbar\omega\kappa^4+\dots \tag{7}$$

Comparing the $k^2$ term with $\hbar^2k^2/2m^*$,

$$E(0)=-\alpha\hbar\omega,\qquad \frac m{m^*}=1-\frac\alpha6,\qquad \frac{m^*}m=1+\frac\alpha6+O(\alpha^2). \tag{8}$$

Second order fixes the inverse mass to first order in $\alpha$. Writing $m^*=m/(1-\alpha/6)$ produces an $\alpha^2$ term that this calculation does not supply; Section 5 finds the correct one.

Expanding (5) before integrating shows which phonons matter. With $D=1+u^2$,

$$\frac1{D-2\kappa u\mu}=\frac1D+\frac{2\kappa u\mu}{D^2}+\frac{4\kappa^2u^2\mu^2}{D^3}+\dots$$

The odd term vanishes on integration over $\mu$. The first term gives $2\int_0^\infty du/(1+u^2)=\pi$, hence $f_0=1$. The third gives

$$f_2=\frac1\pi\cdot4\cdot\frac23\int_0^\infty\frac{u^2\,du}{(1+u^2)^3}=\frac{8}{3\pi}\cdot\frac{\pi}{16}=\frac16 .$$

The energy integrand falls as $u^{-2}$ and the mass integrand as $u^{-4}$. The shift therefore draws more on short wavelengths, where the continuum picture is weakest.

The mass increase is a sharing of momentum. The total momentum $\hbar\mathbf k$ is conserved, and the electron's part of it is $\hbar\mathbf k-\sum\hbar\mathbf q\,a^\dagger_{\mathbf q}a_{\mathbf q}$. The one-phonon amplitude is $-V_{\mathbf q}^*/D_{\mathbf q}$, so the phonons carry $\sum\hbar\mathbf q|V_{\mathbf q}|^2/D_{\mathbf q}^2$. To first order in $\kappa$, $1/(D-2\kappa u\mu)^2\to4\kappa u\mu/D^3$, which gives along $\mathbf k$

$$\frac{\hbar}{r_p}\,\frac\alpha\pi\int_0^\infty du\int_{-1}^1d\mu\,\frac{4\kappa u^2\mu^2}{(1+u^2)^3}=\frac\alpha6\,\hbar k .$$

The electron keeps the fraction $1-\alpha/6$, and the velocity at given total momentum falls by that factor.

The mean phonon number at $k=0$ is, to leading order,

$$N=\sum_{\mathbf q}\frac{|V_{\mathbf q}|^2}{D_{\mathbf q}^2}=\frac{2\alpha}\pi\int_0^\infty\frac{du}{(1+u^2)^2}=\frac{2\alpha}{\pi}\cdot\frac\pi4=\frac\alpha2. \tag{9}$$

At the other end of the range, $\kappa\to1$, the function $\arcsin(\kappa)/\kappa$ stays finite but its slope diverges. At $\kappa=1$ an unperturbed electron can emit a real phonon and come to rest, so an energy denominator vanishes. Nondegenerate perturbation theory fails near this point even for small $\alpha$.

## 5. The next order in the coupling

To judge (8) at finite $\alpha$, write the eigenvalue equations for the amplitudes, with the zero-phonon amplitude set to 1 and $\delta$ the energy shift:

$$\delta=\sum_1V_1c_1,\qquad(\delta-D_1)c_1=V_1^*+\sum_2V_2c_{12},$$

$$(\delta-D_{12})c_{12}=V_2^*c_1+V_1^*c_2+\dots$$

The labels 1 and 2 stand for $\mathbf q_1$ and $\mathbf q_2$, $D_{12}$ is the two-phonon excitation energy, and the dots are three-phonon terms of higher order. At lowest order $c_1=-V_1^*/D_1$, which returns $\delta_2=-\sum_2|V_2|^2/D_2$. The third equation then gives

$$c_{12}=\frac{V_1^*V_2^*}{D_{12}}\left(\frac1{D_1}+\frac1{D_2}\right).$$

The third-order part of the second equation is $-D_1c_1^{(3)}=\sum_2V_2c_{12}-\delta_2c_1^{(1)}$. Solving for $c_1^{(3)}$ and inserting it in the first equation,

$$E_4=-\sum_{1,2}|V_1|^2|V_2|^2\left[\frac1{D_1^2D_{12}}+\frac1{D_1D_2D_{12}}-\frac1{D_1^2D_2}\right]. \tag{10}$$

The last term comes from the second-order shift of the level itself. Write $E_4=\hbar\omega\,\alpha^2(e_4+c\kappa^2+\dots)$. The inverse mass ratio is then $1-\alpha/6+c\alpha^2$, and its reciprocal is

$$\frac{m^*}m=1+\frac\alpha6+\left(\frac1{36}-c\right)\alpha^2+\dots$$

Numerical integration of (10), with $c$ from a finite difference in $\kappa$, gives

$$\frac{E(0)}{\hbar\omega}\approx-\alpha-0.0159\,\alpha^2,\qquad\frac{m^*}m\approx1+\frac\alpha6+0.0236\,\alpha^2. \tag{11}$$

Relative to the leading term, the correction is $0.0159\,\alpha$ for the shift and $6\times0.0236\,\alpha\approx0.14\,\alpha$ for the mass increase. The energy formula thus remains useful at couplings where the mass formula has become rough. The form $1/(1-\alpha/6)$ has the $\alpha^2$ coefficient $1/36\approx0.0278$, close to the correct 0.0236 but not equal to it.

## 6. Finite temperature

Let each mode hold $n=1/(e^{\hbar\omega/k_BT}-1)$ phonons. Emission gains the factor $1+n$. Absorption, with weight $n$, leads to states lying $\hbar^2(q^2+2\mathbf k\cdot\mathbf q)/2m-\hbar\omega$ above the initial one. After $\mathbf q\to-\mathbf q$ and the steps that led to (5), it contributes

$$\Delta E_{\rm abs}=-\frac{\alpha n\hbar\omega}{2\pi}\int_{-1}^1d\mu\int_{-\infty}^\infty\frac{dv}{v^2-b^2-i0},\qquad b^2=1+\kappa^2\mu^2,$$

where $v=u-\kappa\mu$ and the $-i0$ selects a decaying state. An antiderivative of the real integrand is $(1/2b)\ln|(v-b)/(v+b)|$. It vanishes at both infinities, and its logarithms cancel across each pole, so the principal value is zero. Shift and mass increase both scale as $1+n$:

$$E(0)=-(1+n)\alpha\hbar\omega,\qquad\frac{m^*}m\approx1+(1+n)\frac\alpha6. \tag{12}$$

The imaginary part of the $v$ integral is $\pi/b$. At $k=0$ this gives $\operatorname{Im}\Delta E=-\alpha n\hbar\omega$. A decaying state has energy $E-i\Gamma/2$, so the level width is $\Gamma=2\alpha n\hbar\omega$.

## 7. Example: an electron in a hafnia capacitor

The inputs are rough typical values for the hafnia conduction band: $m=0.6\,m_e$, $\varepsilon_\infty=4.5$, $\varepsilon_s=25$ and $\hbar\omega=70$ meV. With $\hbar^2/2m_e=0.0381$ eV nm² and $e^2/4\pi\varepsilon_0=1.44$ eV nm,

$$r_p=\sqrt{\frac{0.0381}{0.6\times0.070}}\ \text{nm}=0.95\ \text{nm},\qquad \Delta=\frac1{4.5}-\frac1{25}=0.182,$$

$$\alpha=\frac{1.44\times0.182}{2\times0.952\times0.070}=1.97 .$$

The band edge moves by $-1.97\times70\ \text{meV}=-138$ meV. The leading mass increase is $1.97/6=0.33$, so $m^*\approx0.80\,m_e$. Direct quadrature of the second-order sum in eV and nm gives the same shift and mass increase.

This is not weak coupling: (9) gives about one phonon in the cloud. The $\alpha^2$ terms in (11) add $-4$ meV to the shift, or 3% of it, and 0.09 to $m^*/m$, which brings the mass to $0.85\,m_e$. The form $m/(1-\alpha/6)$ would give $0.89\,m_e$. Terms of order $\alpha^3$ have not been evaluated. Feynman's variational path-integral method, which is not limited to weak coupling, gives about $0.88\,m_e$ for the same inputs, so the series cut at $\alpha^2$ is probably slightly low.

**Short wavelengths.** A sphere holding as many wave vectors as one cubic cell of edge 0.51 nm allows has radius $7.28/r_p$. Cutting the sum there reduces the shift to $-126$ meV but leaves the mass increase at 0.33, as the different tails in Section 4 imply. This cut keeps the band parabolic up to the zone edge. A cosine band of the same band-edge mass, summed over the cubic zone, gives about $-133$ meV and 0.35, so both numbers also depend on the band shape at large wave vectors.

**Several branches.** Second-order contributions of separate branches add. At fixed $m$ and a fixed share of $\Delta$, a branch contributes to the shift as $\sqrt\omega$ and to the mass increase as $1/\sqrt\omega$. Dividing $\Delta$ equally between branches at 40 and 80 meV gives $-126$ meV and 0.37.

**Anisotropic mass.** Take masses 1.20, 0.424 and 0.424 $m_e$, whose geometric mean is again $0.6\,m_e$. The shift becomes $-135$ meV. The fractional mass increase is 0.24 along the heavy axis and 0.36 along a light one. To see why the heavy axis gains less, set $h_i=\hbar^2/2m_i$ and repeat the expansion in $k$. The fractional increase along axis $i$ is $4h_i\sum|V_{\mathbf q}|^2q_i^2/D_{\mathbf q}^3$. In the variables $p_i=\sqrt{h_i}\,q_i$ the denominator is isotropic, while $|V_{\mathbf q}|^2\propto1/\sum_jp_j^2/h_j$ is smallest along the heavy axis. A phonon of given recoil energy has a larger $q$ there and couples more weakly.

**Temperature.** At 300 K, $n=0.071$. Equation (12) gives a shift of $-148$ meV and a mass increase of 0.35, with a level width of 20 meV against $k_BT=26$ meV. At 358 K the values are $-154$ meV, 0.37 and 32 meV, and the width is about equal to $k_BT$. The polaron is then a poorly resolved level, and (12) describes its centre. An electron of kinetic energy $1.5k_BT$ at 300 K has $\kappa=0.74$, where $\arcsin(\kappa)/\kappa=1.128$ and the parabolic form gives 1.092. The parabola thus captures $0.092/0.128$, or about 72%, of the $k$-dependent part of the coupling energy.

**Carriers and film thickness.** At $10^{18}$ cm⁻³ the Fermi energy of one valley is 6 meV, below $k_BT$ at 300 K. The squared ratio of plasmon to phonon energy is 0.10, which measures screening by the carriers at the phonon frequency. Phonons of long wavelength are screened more strongly. Adding the static Debye response of the carriers at 300 K to both $\varepsilon_\infty$ and $\varepsilon_s$, which ignores their finite response time, would reduce the shift by about 30%. At this density the single-electron result is therefore only a rough estimate. In a 10 nm film with hard walls the lowest confinement energy is 6 meV, small beside $\hbar\omega$. The walls also change the lattice field: if ideal metal electrodes hold its potential at zero on both faces, the second-order shift in the lowest subband is about 15% smaller than in the bulk.

**Electric field.** If the hafnia film is ferroelectric, a strong field can switch (reverse) its polarization. In 2 MV/cm, a rough value for such a switching field, the electron gains 190 meV over the distance $r_p$, or 2.7 phonon quanta. The gain equals one quantum at 0.73 MV/cm. Equations (6) to (8) describe an equilibrium state and require fields well below that value.

Set beside a real hafnia capacitor, the model is thus an estimate for a film whose carrier density is well below $10^{18}$ cm⁻³ and whose internal field is weak, and in a 10 nm film between metal electrodes it overstates the shift by the 15% or so found above. Zero bias alone does not ensure a weak field, since a ferroelectric film can retain a depolarizing field of some tenths of a MV/cm or more when a thin nonpolar layer separates it from an electrode; the size grows with the polarization and depends on the thickness and permittivity of both that layer and the film. For 10 to 20 μC/cm² in a 10 nm film, a 0.5 nm layer of permittivity 10 to 25 gives 0.2 to 1 MV/cm, while a 0.1 nm layer of permittivity 25 gives less than 0.1 MV/cm. The band mass is only a rough input; with the other inputs held fixed, $\alpha\propto\sqrt m$, so a 20% error in $m$ changes the shift by about 10%. Real films also have several polar branches and an anisotropic band, which in the cases above moved the shift by at most 9%. The assumption that fails outright during switching is that of low field, and its effect on shift and mass cannot be obtained from this theory. Self-trapping on a single site, capture by defects and grain boundaries also lie outside the continuum model.

## 8. Use of the result

The mass in (1) is the band mass of the rigid lattice. Inserting a measured polaron mass would count the coupling twice. Likewise, $-\alpha\hbar\omega$ is measured from the rigid-lattice band edge. It may be added to an edge computed with fixed ions, but not to a measured edge, which already contains the lattice response. A polaron length defined as $\sqrt{\hbar/m\omega}$ must be divided by $\sqrt2$ before it is used as $r_p$ in (1) and (3). The numerical output below lists the values to more digits than the rough inputs justify, so that an implementation can be compared with them.

## Numbers as computed

```
band mass (input): 0.60 m_e
eps_inf (input): 4.5
eps_s (input): 25.0
phonon energy (input): 70.0 meV
1/eps_inf - 1/eps_s: 0.1822
polaron radius r_p: 0.952 nm
alpha: 1.968
band-edge shift -alpha*hw: -137.7 meV
shift by direct quadrature: -137.7 meV
alpha/6: 0.3280
mass rise by direct quadrature: 0.3280
polaron mass m(1+alpha/6): 0.797 m_e
m/(1-alpha/6), for comparison: 0.893 m_e
phonons in the cloud alpha/2: 0.984
alpha^2 coefficient of E(0)/hw: -0.0159
alpha^2 coefficient of m*/m: 0.0236
alpha^2 part of the shift: -4.3 meV
alpha^2 part of m*/m: 0.091
mass through alpha^2: 0.852 m_e
cell edge (input): 0.51 nm
zone radius times r_p: 7.28
shift with finite zone: -125.8 meV
mass rise with finite zone: 0.3266
two equal-weight branches, lower (input): 40 meV
two equal-weight branches, upper (input): 80 meV
shift with two branches: -125.7 meV
mass rise with two branches: 0.3704
anisotropic case, heavy mass (input): 1.20 m_e
anisotropic case, two light masses: 0.424 m_e
shift with anisotropic mass: -134.6 meV
mass rise along heavy axis: 0.2354
mass rise along light axis: 0.3630
phonon occupation at 300 K: 0.0715
second-order shift at 300 K: -147.6 meV
mass rise at 300 K: 0.3514
level width at 300 K: 19.7 meV
phonon occupation at 358 K: 0.1153
second-order shift at 358 K: -153.6 meV
mass rise at 358 K: 0.3658
level width at 358 K: 31.8 meV
thermal energy kT at 300 K: 25.9 meV
kappa at kinetic energy 1.5 kT, 300 K: 0.744
arcsin(kappa)/kappa there: 1.1279
1+kappa^2/6 there: 1.0923
carrier density (input): 1e+18 cm^-3
Fermi energy, one valley, T=0: 6.1 meV
plasmon energy: 22.6 meV
(plasmon/phonon energy)^2: 0.104
film thickness (input): 10.0 nm
lowest confinement energy: 6.3 meV
switching field (input): 2.0 MV/cm
energy gained across r_p: 190 meV
field with e*F*r_p = hw: 0.73 MV/cm
```
